\section*{Colpa's Cholesky method for quadratic boson Hamiltonians}

\section{What symmetry fixes in a two-mode model}

Consider two boson modes with $[a,a^\dagger]=[b,b^\dagger]=1$, all other independent commutators zero, and
\begin{equation}
H=\varepsilon_a a^\dagger a+\varepsilon_b b^\dagger b+g(ab+a^\dagger b^\dagger),
\qquad \varepsilon_a,\varepsilon_b>0,
\label{model}
\end{equation}
where $g$ is real. The last term creates and destroys quanta in pairs, so neither $N_a=a^\dagger a$ nor $N_b=b^\dagger b$ is conserved. Their difference $D=N_a-N_b$ is conserved, because each pair contains one quantum of each kind.

Suppose that $H$ can be written in terms of two new, independent boson modes $\alpha$ and $\beta$. The conserved difference restricts what they can be. Since
\begin{equation}
[a,D]=a,\qquad [b^\dagger,D]=-[b^\dagger,b^\dagger b]=b^\dagger,
\end{equation}
both $a$ and $b^\dagger$ lower $D$ by one. We may therefore seek $\alpha$ as a mixture of $a$ and $b^\dagger$, and $\beta$ as a mixture of $b$ and $a^\dagger$. Then $[\alpha,D]=\alpha$ and $[\beta,D]=-\beta$.

Now separate the mean and half the difference of the bare energies:
\begin{equation}
\bar\varepsilon=\frac{\varepsilon_a+\varepsilon_b}{2},\quad
\delta=\frac{\varepsilon_a-\varepsilon_b}{2},\quad
H=\bar\varepsilon(N_a+N_b)+g(ab+a^\dagger b^\dagger)+\delta D.
\end{equation}
The part without $\delta D$ is unchanged by exchanging $a$ and $b$, so it gives both new modes the same energy $S$. The term $\delta D$ commutes with that part and shifts the two energies by $+\delta$ and $-\delta$. The replacement $a\to-a$ reverses the sign of $g$ without changing the commutators, so $S$ depends on $g^2$. Finally, $S$ is an energy built from $\bar\varepsilon$ and $g$. Hence
\begin{equation}
\omega_\alpha=S+\delta,\qquad \omega_\beta=S-\delta,\qquad
S=\bar\varepsilon\,f(g^2/\bar\varepsilon^2),\qquad f(0)=1.
\label{form}
\end{equation}
Throughout, $\omega$ denotes a mode energy; the angular frequency is $\omega/\hbar$. It remains to find $f$ and the conditions under which the new modes exist.

\section{The method by hand}

\subsection{Why an ordinary diagonalization is not enough}

Put $\psi=(a,b^\dagger)^T$, so that $\psi^\dagger=(a^\dagger,b)$. Then
\begin{equation}
\psi^\dagger h\psi
=\varepsilon_a a^\dagger a+g(a^\dagger b^\dagger+ba)+\varepsilon_b bb^\dagger,
\qquad
h=\begin{pmatrix}\varepsilon_a&g\\g&\varepsilon_b\end{pmatrix}.
\end{equation}
Because $bb^\dagger=b^\dagger b+1$, this means $H=\psi^\dagger h\psi-\varepsilon_b$. The commutators are
\begin{equation}
[\psi_i,\psi_j^\dagger]=\sigma_{ij},\qquad \sigma=\operatorname{diag}(1,-1),
\end{equation}
with the minus sign coming from $[b^\dagger,b]=-1$.

Let $\psi=t\varphi$ with $\varphi=(\alpha,\beta^\dagger)^T$. The new operators must have the same commutators, which requires $t\sigma t^\dagger=\sigma$. A unitary matrix that diagonalizes $h$ generally violates this condition. We need a matrix that diagonalizes $h$ and preserves $\sigma$.

\subsection{Cholesky factor and Hermitian eigenproblem}

Assume that $h$ is positive definite, which here means $g^2<\varepsilon_a\varepsilon_b$. It can then be written as $h=k^\dagger k$ with
\begin{equation}
k=\begin{pmatrix}\sqrt{\varepsilon_a}&g/\sqrt{\varepsilon_a}\\0&\kappa\end{pmatrix},
\qquad \kappa=\sqrt{\varepsilon_b-g^2/\varepsilon_a}.
\end{equation}
The lower right entry of $k^\dagger k$ is $g^2/\varepsilon_a+\kappa^2=\varepsilon_b$, as required. Colpa's step is to diagonalize the Hermitian matrix
\begin{equation}
w=k\sigma k^\dagger=
\begin{pmatrix}
\varepsilon_a-g^2/\varepsilon_a&-g\kappa/\sqrt{\varepsilon_a}\\
-g\kappa/\sqrt{\varepsilon_a}&-\kappa^2
\end{pmatrix}.
\end{equation}
Its trace and determinant are
\begin{align}
\operatorname{tr}w&=\varepsilon_a-\frac{g^2}{\varepsilon_a}-\varepsilon_b+\frac{g^2}{\varepsilon_a}=2\delta,\\
\det w&=-\kappa^2\left(\varepsilon_a-\frac{g^2}{\varepsilon_a}\right)-\frac{g^2\kappa^2}{\varepsilon_a}
=-\varepsilon_a\kappa^2=-(\varepsilon_a\varepsilon_b-g^2).
\end{align}
Using $\varepsilon_a\varepsilon_b=\bar\varepsilon^2-\delta^2$, the eigenvalues are
\begin{equation}
\lambda_\pm=\delta\pm\sqrt{\delta^2+\varepsilon_a\varepsilon_b-g^2}
=\delta\pm S,\qquad S=\sqrt{\bar\varepsilon^2-g^2}.
\label{S}
\end{equation}
The determinant is negative, so one eigenvalue is positive and one is negative. The positive one is $\omega_\alpha=S+\delta$. The negative one belongs to the creation operator $\beta^\dagger$ and equals $-\omega_\beta=-(S-\delta)$. This agrees with \eqref{form}, with $f(x)=\sqrt{1-x}$.

\subsection{The new operators}

If $wx=\lambda x$ and $x=kv$, then $k\sigma k^\dagger kv=\lambda kv$. Cancelling the invertible $k$ gives $\sigma hv=\lambda v$. For $\lambda=S+\delta$ write $v=(c,-s)^T$. The first row gives
\begin{equation}
\varepsilon_a c-gs=(S+\delta)c
\quad\Rightarrow\quad
\frac{s}{c}=\frac{\bar\varepsilon-S}{g}=\frac{g}{\bar\varepsilon+S},
\end{equation}
where the last form, from $\bar\varepsilon^2-S^2=g^2$, is also valid at $g=0$. The commutator condition normalizes this column by $c^2-s^2=1$, so $c=\cosh r$, $s=\sinh r$ and $\tanh r=g/(\bar\varepsilon+S)$.

For $\lambda=\delta-S$ the first row gives $(\bar\varepsilon+S)v_1=-gv_2$. With normalization $v_1^2-v_2^2=-1$, this column is $(-s,c)^T$. Therefore
\begin{equation}
a=c\,\alpha-s\,\beta^\dagger,\qquad b=c\,\beta-s\,\alpha^\dagger.
\label{bog}
\end{equation}
The double-angle formula, with $(\bar\varepsilon+S)^2+g^2=2\bar\varepsilon(\bar\varepsilon+S)$, gives
\begin{equation}
\tanh2r=\frac{2g(\bar\varepsilon+S)}{(\bar\varepsilon+S)^2+g^2}=\frac{g}{\bar\varepsilon},
\quad \cosh2r=\frac{\bar\varepsilon}{S},\quad \sinh2r=\frac gS.
\end{equation}

The two columns form $t$, with $t^\dagger\sigma t=\sigma$ (the cross product is $-cs+sc=0$) and $ht=\sigma t\operatorname{diag}(\lambda_+,\lambda_-)$. Hence $t^\dagger ht=\sigma\operatorname{diag}(\lambda_+,\lambda_-)=\operatorname{diag}(\omega_\alpha,\omega_\beta)$. In the new operators, $H=\omega_\alpha\alpha^\dagger\alpha+\omega_\beta\beta\beta^\dagger-\varepsilon_b$. Reordering $\beta\beta^\dagger$ leaves the constant $\omega_\beta-\varepsilon_b=S-\delta-(\bar\varepsilon-\delta)$, so
\begin{equation}
H=\omega_\alpha\alpha^\dagger\alpha+\omega_\beta\beta^\dagger\beta+S-\bar\varepsilon.
\label{diagmodel}
\end{equation}
For small $g$ the vacuum energy is $S-\bar\varepsilon\simeq-g^2/(\varepsilon_a+\varepsilon_b)$. This is the second-order energy from a virtual pair: the squared matrix element $g^2$ divided by the pair energy.

\subsection{Numbers}

Take the round model parameters $\varepsilon_a=5$, $\varepsilon_b=3$ and $g=3.2$ meV. Then $g^2=10.24$ is below $\varepsilon_a\varepsilon_b=15$ meV$^2$, and $\bar\varepsilon=4$, $\delta=1$ meV. The entries of $k$, in meV$^{1/2}$, are
\begin{equation}
\sqrt5=2.2361,\quad \frac{3.2}{2.2361}=1.4311,\quad
\kappa=\sqrt{3-10.24/5}=0.9757.
\end{equation}
They give, in meV,
\begin{equation}
w=\begin{pmatrix}2.9520&-1.3963\\-1.3963&-0.9520\end{pmatrix},
\qquad \lambda_\pm=1\pm\sqrt{1+4.76}=1\pm2.4.
\end{equation}
Thus $\omega_\alpha=3.4$ meV and $\omega_\beta=1.4$ meV, or $0.8221$ and $0.3385$ THz after division by $2\pi\hbar$. The mixing follows from $\tanh r=3.2/(4+2.4)=0.5$: $r=0.5493$, $\cosh r=1.1547$ and $\sinh r=0.5774$.

The vacuum of $\alpha$ and $\beta$ contains original quanta. From \eqref{bog},
\begin{align}
\langle a^\dagger a\rangle=\langle b^\dagger b\rangle&=s^2=\tfrac12\left(\frac{\bar\varepsilon}{S}-1\right)=\tfrac13,\\
\langle ab\rangle&=-cs=-\frac{g}{2S}=-\tfrac23.
\end{align}
The occupations cost $(5+3)/3=2.6667$ meV, while pairing contributes $2(3.2)(-2/3)=-4.2667$ meV. Their sum is $-1.6$ meV, equal to $S-\bar\varepsilon$.

Diagonalizing \eqref{model} in a truncated number basis, without the transformation, gives the same vacuum energy, occupations and pair amplitude. Its first excitation energies, $1.4$, $2.8$, $3.4$, $4.2$ and $4.8$ meV, are those of $\beta$, $2\beta$, $\alpha$, $3\beta$ and $\alpha+\beta$.

\section{The general method}

\subsection{Matrix form and equations of motion}

For $n$ modes, let
\begin{equation}
H=\sum_{ij}A_{ij}a_i^\dagger a_j+\frac12\sum_{ij}\left(B_{ij}a_i^\dagger a_j^\dagger+B_{ij}^*a_ja_i\right),
\end{equation}
with $A=A^\dagger$ and $B=B^T$. An antisymmetric part of $B$ would cancel because creation operators commute. Conservation of a number difference is no longer assumed, so all $a_i$ and $a_i^\dagger$ may mix. Define the column $\Psi=(a_1,\ldots,a_n,a_1^\dagger,\ldots,a_n^\dagger)^T$ and
\begin{equation}
M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\qquad
\eta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\end{equation}
The lower right block contributes $\frac12\sum A_{ij}^*a_ia_j^\dagger=\frac12\sum A_{ji}a_j^\dagger a_i+\frac12\operatorname{tr}A$. Consequently
\begin{equation}
H=\tfrac12\Psi^\dagger M\Psi-\tfrac12\operatorname{tr}A,\qquad [\Psi_i,\Psi_j^\dagger]=\eta_{ij}.
\end{equation}

The symmetry of $B$ makes the two terms of $[a_i,a_j^\dagger a_k^\dagger]=\delta_{ij}a_k^\dagger+\delta_{ik}a_j^\dagger$ contribute equally, so $[a_i,H]=\sum_j(A_{ij}a_j+B_{ij}a_j^\dagger)$. Taking the adjoint reverses the commutator: $[a_i^\dagger,H]=-\sum_j(B_{ij}^*a_j+A_{ij}^*a_j^\dagger)$. Together,
\begin{equation}
i\hbar\,\dot\Psi=[\Psi,H]=\eta M\Psi.
\end{equation}
The mode energies are eigenvalues of $\eta M$, which is not Hermitian in general. Their reality therefore needs a proof.

\subsection{Positive definiteness gives real energies}

Assume $x^\dagger Mx>0$ for every nonzero $x$. Completing the square in $x_1$ gives one squared modulus plus a form in the remaining components. That form is positive, since $x_1$ can be chosen to make the square vanish. Repeating the step gives $M=K^\dagger K$ with $K$ upper triangular and with positive diagonal entries, hence invertible. Now
\begin{equation}
W=K\eta K^\dagger=K(\eta K^\dagger K)K^{-1}=K(\eta M)K^{-1}.
\end{equation}
$W$ is Hermitian and similar to $\eta M$, so the eigenvalues of $\eta M$ are real.

The signs can also be counted. With $z=K^\dagger y$, $y^\dagger Wy=z^\dagger\eta z$. This is positive on an $n$-dimensional space of $y$, where the lower half of $z$ vanishes, apart from $y=0$. If $W$ had fewer than $n$ positive eigenvalues, its remaining eigenvectors would span more than $n$ dimensions and meet that space in a nonzero vector, on which $y^\dagger Wy\leq0$. This is a contradiction. The same argument for $-W$ gives at least $n$ negative eigenvalues. There are thus $n$ of each sign.

\subsection{Construction of the transformation}

Write $W=XLX^\dagger$ with $X$ unitary and the positive eigenvalues first. Then $E=\eta L$ is diagonal and positive. Set
\begin{equation}
T=K^{-1}XE^{1/2}.
\label{T}
\end{equation}
Direct multiplication gives
\begin{align}
T^\dagger MT&=E^{1/2}X^\dagger K^{-\dagger}K^\dagger KK^{-1}XE^{1/2}=E,\\
T^{-1}\eta T^{-\dagger}&=E^{-1/2}X^\dagger K\eta K^\dagger XE^{-1/2}=E^{-1/2}LE^{-1/2}=\eta.
\end{align}
Multiplying the second line by $T$ and $T^\dagger$ gives $T\eta T^\dagger=\eta$. Hence $\eta T^\dagger\eta$ is the inverse of $T$, and multiplication in the other order gives $T^\dagger\eta T=\eta$. A matrix with this property is called paraunitary.

\subsection{Pairing the columns}

One requirement remains. In $\Psi=T\Phi$, the lower half of $\Phi$ must contain the adjoints of the upper half. The two identities above do not ensure it: multiplying a column of negative norm by $i$ preserves both identities but spoils the adjoint relation. Degenerate eigenvalues allow larger rearrangements.

The cure uses the repetition built into $M$. Let $\Sigma$ exchange the upper and lower halves of a column. Then $\Sigma M^*\Sigma=M$ and $\Sigma\eta\Sigma=-\eta$. If $\eta Mt=\omega t$, complex conjugation followed by $\Sigma$ gives
\begin{equation}
\eta M(\Sigma t^*)=-\omega(\Sigma t^*).
\end{equation}
Keep the first $n$ columns $t_k$ of \eqref{T}, for which $t_i^\dagger\eta t_j=\delta_{ij}$ and $\omega_k>0$, and replace the others by $\Sigma t_k^*$. Their mutual products are
\begin{equation}
(\Sigma t_i^*)^\dagger\eta\,\Sigma t_j^*=-(t_i^\dagger\eta t_j)^*=-\delta_{ij}.
\end{equation}
For the cross products, evaluate $t_i^\dagger M\Sigma t_j^*$ with $M$ acting to the left and to the right:
\begin{equation}
\omega_i\,t_i^\dagger\eta\Sigma t_j^*=-\omega_j\,t_i^\dagger\eta\Sigma t_j^*
\quad\Rightarrow\quad(\omega_i+\omega_j)\,t_i^\dagger\eta\Sigma t_j^*=0.
\end{equation}
Both energies are positive, so the product vanishes. The completed matrix is paraunitary and has the form
\begin{equation}
T=\begin{pmatrix}U&V^*\\V&U^*\end{pmatrix},\qquad
a_i=\sum_k\left(U_{ik}b_k+V_{ik}^*b_k^\dagger\right).
\end{equation}
Its columns satisfy $MT=\eta TL$ with $L=\operatorname{diag}(\omega,-\omega)$. Therefore $T^\dagger MT=\eta L=\operatorname{diag}(\omega,\omega)$, and
\begin{equation}
H=\sum_k\omega_kb_k^\dagger b_k+\frac12\left(\sum_k\omega_k-\operatorname{tr}A\right).
\label{diag}
\end{equation}

In the two-mode model, $M$ splits into the block for $(a,b^\dagger)$ treated above and one for $(b,a^\dagger)$. The second block of $W$ has eigenvalues $-\delta\pm S$, here $1.4$ and $-3.4$ meV. It repeats the same two modes with opposite signs.

\subsection{The vacuum}

Let $\lambda_{\min}$ be the smallest eigenvalue of $M$. Since $M-\lambda_{\min}$ has no negative eigenvalue,
\begin{equation}
H\geq\lambda_{\min}\left(\sum_ia_i^\dagger a_i+\frac n2\right)-\frac12\operatorname{tr}A.
\end{equation}
For finite $n$, only finitely many number states lie below any given total number, so $H$ has discrete levels and a lowest state. Each $b_k$ must annihilate that state, since otherwise it would produce a state lower by $\omega_k$. The expansion of $a_i$ then gives
\begin{equation}
\langle a_i^\dagger a_i\rangle=\sum_k|V_{ik}|^2,\qquad
\langle a_ia_j\rangle=\sum_kU_{ik}V_{jk}^*.
\end{equation}

There is also a simple lower bound on the mode energies. Each positive-norm column has $t_k^\dagger t_k\geq t_k^\dagger\eta t_k=1$, so
\begin{equation}
\omega_k=t_k^\dagger Mt_k\geq\lambda_{\min}.
\end{equation}
In the example $\lambda_{\min}=0.6474$ meV, below the lower mode energy of $1.4$ meV. The eigenvalues of $M$ itself are in general not the mode energies, although the two coincide when $B=0$.

\subsection{The algorithm}

\begin{enumerate}
\item Build $M$ and compute $M=K^\dagger K$. If the factorization fails beyond rounding error, $M$ is not positive definite.
\item Diagonalize $W=K\eta K^\dagger$ and put its $n$ positive eigenvalues first. They are the $\omega_k$.
\item Solve $Kt_k=\sqrt{\omega_k}\,x_k$ for the corresponding $n$ eigenvectors $x_k$.
\item Append the columns $\Sigma t_k^*$ and check $T^\dagger\eta T=\eta$ and $T^\dagger MT=\operatorname{diag}(\omega,\omega)$.
\end{enumerate}
A routine that returns a lower triangular $C$ with $M=CC^\dagger$ supplies $K=C^\dagger$.

\section{When positive definiteness is lost}

Positive definiteness is necessary for a paraunitary diagonalization with all $\omega_k>0$: such a $T$ gives $M=T^{-\dagger}ET^{-1}$, which is positive definite. It is not necessary for real energies alone. The two-mode model shows the difference through
\begin{equation}
S^2-\delta^2=\varepsilon_a\varepsilon_b-g^2.
\end{equation}

For unequal bare energies there is a window $\sqrt{\varepsilon_a\varepsilon_b}<|g|<\bar\varepsilon$. Here $S$ is real but smaller than $|\delta|$. The transformation \eqref{bog} still exists, since $|\tanh2r|<1$, but one boson has negative energy. In the example the window runs from $3.8730$ to $4$ meV. At $g=3.95$ meV, $S=\sqrt{16-15.6025}=0.6305$ meV, so the mode energies are $1.6305$ and $-0.3695$ meV.

The Hamiltonian then has no lowest state. Because the transformation preserves $\sigma$, it also preserves the number difference: $N_b-N_a=N_\beta-N_\alpha$. Take $\delta>0$ as in the example, so that $\omega_\beta<0$; for $\delta<0$ the roles of $\alpha$ and $\beta$ are exchanged. For a fixed difference $d=N_b-N_a\geq0$ the lowest state has $N_\alpha=0$ and $N_\beta=d$, since each further $\alpha\beta$ pair costs $2S>0$. Its energy is $S-\bar\varepsilon+d\,\omega_\beta$. Direct diagonalization at fixed $d=0,1,2,3,4$ gives $-3.3695$, $-3.7390$, $-4.1086$, $-4.4781$ and $-4.8476$ meV, falling by $0.3695$ meV per unit of $d$ to within rounding.

At the lower edge of the window, $\kappa=0$ and one mode energy vanishes. If $\varepsilon_a=\varepsilon_b=\varepsilon$, the window closes. At $g=\varepsilon$ the matrix $\sigma h$ is nonzero but its square is zero, so it cannot be diagonalized: $a$ and $b^\dagger$ grow linearly in time, while $a+b^\dagger$ stays constant. For unequal bare energies the same happens, up to the phase $e^{-i\delta t/\hbar}$, at the upper edge $g=\bar\varepsilon$, because $(\sigma h-\delta)^2=\bar\varepsilon^2-g^2$ vanishes there while $\sigma h-\delta$ does not.

For $|g|>\bar\varepsilon$, $S$ is imaginary. At $g=4.1$ meV the eigenvalues of $\sigma h$ are $\delta\pm i\sqrt{16.81-16}$ meV, with imaginary part $0.9$ meV. Since a mode evolves as $e^{-i\lambda t/\hbar}$, the solution with positive imaginary part grows exponentially, as $e^{\sqrt{g^2-\bar\varepsilon^2}\,t/\hbar}$.

The repeated structure of $M$ does not by itself protect reality. In a numerical check on 200 random three-mode matrices, with zero-mean Gaussian entries of similar size in $A$ and $B$, 199 gave complex spectra of $\eta M$. This fraction belongs to that ensemble; it falls when $B$ is made smaller than $A$ or when $A$ is shifted upward. After a multiple of the identity was added to make each $M$ positive definite, all 200 spectra were real and agreed with Colpa's method.

\section*{Table of computed values}
\begin{verbatim}
eps_a = 5.000 meV; eps_b = 3.000 meV
g = 3.200 meV
smallest eigenvalue of M = 0.6474 meV
Order of rows and columns: a, b, a^+, b^+
K[1,1] = 2.2361 sqrt(meV)
K[1,4] = 1.4311 sqrt(meV)
K[2,2] = 1.7321 sqrt(meV)
K[2,3] = 1.8475 sqrt(meV)
K[3,3] = 1.2596 sqrt(meV)
K[4,4] = 0.9757 sqrt(meV)
W[1,1] = 2.9520 meV
W[1,4] = -1.3963 meV
W[4,4] = -0.9520 meV
W[2,2] = -0.4133 meV
W[2,3] = -2.3272 meV
W[3,3] = -1.5867 meV
S = 2.4000 meV
omega_alpha = 3.4000 meV
frequency_alpha = 0.8221 THz
omega_beta = 1.4000 meV
frequency_beta = 0.3385 THz
r = 0.5493 (dimensionless)
T[1,1] = cosh r = 1.1547 (dimensionless)
T[4,1] = -sinh r = -0.5774 (dimensionless)
vacuum energy from Colpa = -1.600000 meV
vacuum energy from Fock matrix = -1.600000 meV
Fock excitation energies = 1.4000, 2.8000, 3.4000, 4.2000, 4.8000 meV
Fock occupation of a = 0.333333 quanta
Fock occupation of b = 0.333333 quanta
Fock pair amplitude <ab> = -0.666667 (dimensionless)
positivity limit of g = 3.8730 meV
reality limit of g = 4.0000 meV
window coupling = 3.950 meV
window mode energies = -0.3695, 1.6305 meV
window sector minima, N_b-N_a = 0 to 4:
-3.3695, -3.7390, -4.1086, -4.4781, -4.8476 meV
complex-case coupling = 4.100 meV
largest imaginary part = 0.9000 meV
random positive matrices tested = 200 matrices
complex spectra before shift = 199 matrices
\end{verbatim}
